# Transport and quantum lifetimes in graphene with short-range scalar disorder

## Problem

A sheet of electron-doped graphene contains randomly placed, weak scatterers. Near one valley, for one spin, the Hamiltonian is

$$H=\hbar v(\sigma_xk_x+\sigma_yk_y)+V(\mathbf r)\,\mathbb 1 ,$$

where $v$ is the Dirac velocity and the Pauli matrices act on the two sublattice amplitudes (the pseudospin). The unit matrix says that the disorder is scalar: both sublattices feel the same potential. $V$ is the total potential, including any screening by the carriers. Its range $\xi$ is long compared with the lattice spacing, so valleys are not mixed, and short compared with $1/k_F$, where $k_F$ is the Fermi wavenumber. Let $n_i$ be the number of scatterers per area, $U_0$ the space integral of one scatterer's potential, and $W=n_iU_0^2$.

The quantum lifetime $\tau_q$ is the time in which the probability of still finding an electron in its initial plane-wave state falls by a factor $e$. The transport lifetime $\tau_{tr}$ is the corresponding time for the mean velocity.

(a) Find the pseudospin overlap $F(\theta)=|\langle\mathbf k'|\mathbf k\rangle|^2$ of two conduction states of equal energy whose wavevectors make an angle $\theta$.

(b) Find $\tau_q$ to lowest order in the disorder.

(c) Find $\tau_{tr}$ from the Boltzmann equation and show that $\tau_{tr}=2\tau_q$.

(d) Find the conductivity at low temperature. Evaluate the lifetimes and the mobility for carrier density $n=10^{12}$ cm⁻², $v=10^6$ m/s, $n_i=4\times10^{12}$ cm⁻² and $U_0=1$ eV nm².

## Hints

1. The conduction state points its pseudospin along $\mathbf k$. Write the eigenvector with the polar angle $\varphi$ of $\mathbf k$.
2. For a short-range potential the Fourier transform is constant over all momentum transfers up to $2k_F$. The angular dependence then comes from the overlap alone.
3. For elastic scattering, electrons also flow back into the state $\mathbf k$. Try a deviation from equilibrium proportional to $\cos\varphi$ and see what this return flow does.
4. The two angular averages needed are those of $F$ and of $F(1-\cos\theta)$.

## Solution

### (a) The overlap

With $\mathbf k=k(\cos\varphi,\sin\varphi)$ the clean Hamiltonian is

$$H_0=\hbar vk\begin{pmatrix}0&e^{-i\varphi}\\e^{i\varphi}&0\end{pmatrix},\qquad |\mathbf k\rangle=\frac1{\sqrt2}\begin{pmatrix}1\\e^{i\varphi}\end{pmatrix},\qquad E=\hbar vk .$$

Acting with the matrix on this vector returns it with eigenvalue $+\hbar vk$, so it is the conduction state. For $\varphi'=\varphi+\theta$,

$$\langle\mathbf k'|\mathbf k\rangle=\tfrac12\left(1+e^{-i\theta}\right),\qquad F(\theta)=\tfrac14\left(2+2\cos\theta\right)=\frac{1+\cos\theta}{2}.$$

The overlap is 1 for forward scattering and 0 for backscattering: the states at $\mathbf k$ and $-\mathbf k$ have opposite pseudospin, and a scalar potential cannot turn one into the other. In the other valley $k_x$ is replaced by $-k_x$, which changes $\theta$ to $-\theta$ and leaves $F$ as it is.

### (b) The quantum lifetime

In a sample of area $A$ the scatterers sit at independent random positions $\mathbf R_j$. With $\mathbf q=\mathbf k'-\mathbf k$, the matrix element is

$$M=\frac{U_0}{A}\,\langle\mathbf k'|\mathbf k\rangle\sum_j e^{-i\mathbf q\cdot\mathbf R_j}.$$

In the average of $|M|^2$ over positions, the terms with two different scatterers vanish for $\mathbf q\neq0$. The $n_iA$ diagonal terms each contribute 1. Hence

$$\overline{|M|^2}=\frac{U_0^2}{A^2}\,n_iA\,F(\theta)=\frac{W}{A}F(\theta).$$

The golden rule gives the total rate out of $\mathbf k$:

$$\frac1{\tau_q}=\frac{2\pi}{\hbar}\,\frac WA\;A\!\int\!\frac{k'dk'\,d\theta}{(2\pi)^2}\,F(\theta)\,\delta(E-\hbar vk').$$

The radial integral gives $k/(\hbar v)$. It is convenient to collect the factors into the density of states per spin and valley,

$$\rho_1=\frac{1}{2\pi}\,\frac{k}{\hbar v},$$

and to write $\langle\dots\rangle$ for the angular mean $\int_0^{2\pi}\dots\,d\theta/2\pi$. Then

$$\frac1{\tau_q}=\frac{2\pi}{\hbar}W\rho_1\langle F\rangle,\qquad \langle F\rangle=\frac{1+\langle\cos\theta\rangle}{2}=\frac12 ,$$

and, after inserting $\rho_1$,

$$\boxed{\frac1{\tau_q}=\frac{\pi W\rho_1}{\hbar}=\frac{Wk}{2\hbar^2v}}$$

### (c) The transport lifetime

Let a force $\mathcal F$ act along $x$, and let $f=f_0+\delta f$ be the occupation, with $f_0$ the Fermi function. For elastic scattering the rates $\Gamma$ from $\mathbf k$ to $\mathbf k'$ and back are equal, and the exclusion factors cancel: $f(1-f')-f'(1-f)=f-f'$. The steady-state Boltzmann equation, to first order in $\mathcal F$, is

$$\mathcal F\,v\cos\varphi\,\frac{\partial f_0}{\partial E}=-\sum_{\mathbf k'}\Gamma_{\mathbf k\mathbf k'}\left(\delta f_{\mathbf k}-\delta f_{\mathbf k'}\right).$$

Try $\delta f=-(\partial f_0/\partial E)\,\mathcal Fv\tau\cos\varphi$ with an unknown time $\tau$. The common factor $\mathcal Fv\,\partial f_0/\partial E$ drops out, leaving

$$\cos\varphi=\tau\sum_{\mathbf k'}\Gamma_{\mathbf k\mathbf k'}\left(\cos\varphi-\cos\varphi'\right).$$

Now $\cos\varphi'=\cos\varphi\cos\theta-\sin\varphi\sin\theta$. The last term is odd in $\theta$ while $\Gamma$ is even, so it sums to zero. What remains is proportional to $\cos\varphi$ on both sides. The trial form is therefore a solution, with

$$\frac1{\tau_{tr}}=\frac{2\pi}{\hbar}W\rho_1\,\langle F(\theta)(1-\cos\theta)\rangle .$$

The same algebra without a force shows that a deviation proportional to $\cos\varphi$, and with it the mean velocity, decays as $e^{-t/\tau_{tr}}$. The average is

$$\langle F(1-\cos\theta)\rangle=\left\langle\frac{(1+\cos\theta)(1-\cos\theta)}{2}\right\rangle=\frac{\langle\sin^2\theta\rangle}{2}=\frac14 ,$$

so that

$$\boxed{\frac1{\tau_{tr}}=\frac{\pi W\rho_1}{2\hbar}=\frac{Wk}{4\hbar^2v},\qquad \tau_{tr}=2\tau_q}$$

The factor 2 can be read from a single collision. The mean cosine of the scattering angle is $\langle F\cos\theta\rangle/\langle F\rangle=(1/4)/(1/2)=1/2$. An average collision ends the original plane-wave state but keeps half of the forward velocity, so the velocity decays at half the rate. If $F$ were 1 at every angle, the mean cosine would be zero and the two lifetimes would coincide.

### (d) Conductivity and numbers

For electrons $\mathcal F=-e\mathcal E$, where $\mathcal E$ is the field. The current density, with four spin and valley copies, is

$$j=-4e\int dE\,\rho_1\langle v\cos\varphi\;\delta f\rangle .$$

At low temperature $-\partial f_0/\partial E$ selects the Fermi energy, and the angular mean of $\cos^2\varphi$ is $1/2$. The two minus signs cancel:

$$\sigma=\frac j{\mathcal E}=2e^2v^2\rho_1\tau_{tr}=2e^2v^2\,\frac{k_F}{2\pi\hbar v}\,\frac{4\hbar^2v}{Wk_F}=\frac{4e^2\hbar v^2}{\pi W}=8\,\frac{e^2}{h}\,\frac{(\hbar v)^2}{W}.$$

The last step uses $e^2=2\pi\hbar\,(e^2/h)$. The Fermi wavenumber has cancelled: the density of states grows as $k_F$ and the lifetime falls as $1/k_F$. In this lowest-order, zero-range limit $\sigma$ does not depend on density, and the mobility $\mu=\sigma/(ne)$ falls as $1/n$, provided $W$ is held fixed. Since $V$ includes screening, $W$ itself can change with density (see the last section).

Four filled Fermi discs give $n=4\pi k_F^2/(2\pi)^2=k_F^2/\pi$. Since $10^{12}$ cm⁻² is 0.01 nm⁻²,

$$k_F=\sqrt{\pi\times0.01}=0.177\ \text{nm}^{-1},\qquad \hbar v=0.658\ \text{eV nm},\qquad E_F=\hbar vk_F=0.117\ \text{eV}.$$

The disorder strength is $W=0.04\ \text{nm}^{-2}\times(1\ \text{eV nm}^2)^2=0.04$ eV² nm². With $v=10^{15}$ nm/s,

$$\tau_q=\frac{2(\hbar v)^2}{Wk_Fv}=\frac{2\times0.433}{0.04\times0.177\times10^{15}}\ \text s=122\ \text{fs},\qquad\tau_{tr}=244\ \text{fs}.$$

The conductivity is $8\times0.433/0.04=87$ in units of $e^2/h$, or 3.36 mS. Dividing by $ne$ gives

$$\mu=2.1\times10^4\ \text{cm}^2/\text{Vs}.$$

Putting $\tau_q$ in place of $\tau_{tr}$ would give half of this, $1.05\times10^4$ cm²/Vs.

The disorder is weak in the sense needed for the Boltzmann equation: the mean free path is $v\tau_{tr}=244$ nm, so $k_Fl=43$, and the level half-width $\hbar/2\tau_q=2.7$ meV is small beside $E_F$. Quantum interference between scattered waves (weak antilocalization when valleys are not mixed) is outside the Boltzmann equation and is not included in $\sigma$. The mean potential $n_iU_0=40$ meV is not small. It is the $\mathbf q=0$ term left aside in (b), it shifts the Dirac point, and $E_F$ is measured from the shifted point.

## Two variations

### Variation 1: a potential on one sublattice

*Let each scatterer act on sublattice A alone. What is the ratio now?*

The unit matrix is replaced by the projector $P_A$. Both eigenvectors have the A amplitude $1/\sqrt2$, so

$$|\langle\mathbf k'|P_A|\mathbf k\rangle|^2=\left(\tfrac12\right)^2=\tfrac14$$

at every angle. Then $\langle\tfrac14\rangle=\langle\tfrac14(1-\cos\theta)\rangle=\tfrac14$, and $\tau_{tr}=\tau_q$. Backscattering is now allowed, because the potential distinguishes the sublattices.

A defect confined to one atom also scatters between valleys. The A amplitude has the same modulus in both valleys, so that contribution is isotropic too. It shortens both lifetimes equally and leaves the ratio at 1. The factor 2 holds for a weak potential that is short-range on the scale of $1/k_F$, acts equally on both sublattices and does not mix valleys. Smoothness on the scale of the lattice ensures the last two conditions. A weak potential can meet them without being smooth. For an equal potential on the six atoms of one hexagon, the three atoms of each sublattice enter the intervalley matrix element with phases $1,\ e^{2\pi i/3},\ e^{4\pi i/3}$, which cancel at the Dirac points, and in the Born approximation the ratio at this density is again 2.00. This cancellation holds only to first order in the potential. With repeated scattering on the six atoms included, the ratio is 2.00 for a site energy of $+0.3$ eV and 1.97 for $-0.3$ eV, but it is 1.9 for $+1$ eV and 1.8 for $-1$ eV. The value $U_0=1$ eV nm² would need 6.4 eV per site. More than half of the scattering is then between valleys, and the ratio drops to about 1.0 for a repulsive and 0.8 for an attractive potential.

### Variation 2: a finite range

*Let each scatterer be $V(r)=\dfrac{U_0}{2\pi\xi^2}e^{-r^2/2\xi^2}$. How does the ratio depend on $k_F\xi$?*

The squared Fourier transform is $U_0^2e^{-q^2\xi^2}$, and on the Fermi circle $q^2=2k_F^2(1-\cos\theta)$. With $x=2k_F^2\xi^2$, each average acquires the weight $e^{-x}e^{x\cos\theta}$. The modified Bessel functions are $I_m(x)=\langle e^{x\cos\theta}\cos m\theta\rangle$, so

$$\langle F\rangle_x=\tfrac12e^{-x}(I_0+I_1).$$

For the transport average, use $\sin\theta\,e^{x\cos\theta}=-\frac1x\frac{d}{d\theta}e^{x\cos\theta}$ and integrate by parts:

$$\langle F(1-\cos\theta)\rangle_x=\tfrac12e^{-x}\langle\sin^2\theta\,e^{x\cos\theta}\rangle=\frac{e^{-x}}{2x}\langle\cos\theta\,e^{x\cos\theta}\rangle=\frac{e^{-x}I_1}{2x}.$$

The ratio of the two averages is

$$\frac{\tau_{tr}}{\tau_q}=x\left[1+\frac{I_0(x)}{I_1(x)}\right].$$

For small $x$, $I_0/I_1\approx2/x$, and the ratio is $2+x$ to first order. For large $x$, $I_0/I_1\to1$ and the ratio grows as $2x$: collisions then deflect by small angles and cost little velocity.

For $\xi=1$ nm and the density above, $x=0.063$ and the ratio is 2.06, with $\tau_q=126$ fs and $\tau_{tr}=260$ fs. Valley mixing is negligible here. The valleys are $4\pi/(3\sqrt3\times0.142\ \text{nm})=17$ nm⁻¹ apart, which suppresses the squared matrix element by about $e^{-17^2}$.

These lifetimes still rest on the Born approximation for each scatterer, whose peak potential is 0.16 eV. Integrating the radial Dirac equation for one such scatterer and summing the phase shifts removes that approximation:

| Scatterer | $\tau_q$ (fs) | $\tau_{tr}$ (fs) | Ratio |
|---|---|---|---|
| Born, either sign | 126 | 260 | 2.06 |
| Repulsive | 146 | 301 | 2.07 |
| Attractive | 105 | 216 | 2.06 |

The lifetimes shift by about 16% upward or 17% downward relative to Born, while the ratio hardly moves. The table still treats the scatterers as independent. Their typical spacing $n_i^{-1/2}$ is only 5 nm, and the nearest neighbour is on average 2.5 nm away. Propagating waves through many of them at once shifts $\tau_q$ from the Born value by about 12% upward or 20% downward, and $\tau_{tr}$ by about 11% upward or 17% downward, each with a statistical uncertainty of a few percent. The tabulated lifetimes are therefore good to roughly 5%. The size of the shift depends on the range: for $\xi=0.5$ nm and the same $U_0$ it is about 17% upward or 27% downward, with the ratio still 2.0. The ratio is robust but not unconditionally so. For $\xi=1$ nm it stays within 0.3 of 2 up to $|U_0|\approx10$ eV nm², while for attractive scatterers near 12 eV nm² (a peak of about 2 eV) it ranges from about 0.8 to 5. For repulsive ones it stays near 2 up to about 12.3 eV nm² and falls to about 0.8 near 13. A finite range also makes $\sigma$ depend on density. For $\xi=1$ nm, going from $10^{11}$ to $4\times10^{12}$ cm⁻² raises the Born value from 87 to 111 $e^2/h$. With phase shifts it rises from 93 to about 134 $e^2/h$ for repulsive scatterers and stays between 76 and 88 $e^2/h$ for attractive ones.

## Set beside real graphene on an oxide

The scatterer parameters are round choices, not data for a particular sample. The resulting mobility is on the high side of the roughly $10^4$ cm²/Vs typical of graphene on silicon dioxide. One assumption that can fail in such devices is that the total potential is short-range. Charged impurities in the oxide break it. In static linear screening, and for $q\le2k_F$ (the range that enters elastic scattering in the Born approximation), their potential is $(e^2/2\epsilon_0\kappa)/(q+q_s)$, with $q_s=(e^2/2\epsilon_0\kappa)\,4\rho_1=0.62$ nm⁻¹ for a mean dielectric constant $\kappa=2.5$. Placing $3\times10^{11}$ cm⁻² of them in the graphene plane and averaging over angle numerically in the Born approximation gives a ratio of 2.55 and, on their own, a mobility of $1.5\times10^4$ cm²/Vs. Adding inverse mobilities, the two kinds of disorder together give about $0.9\times10^4$ cm²/Vs, less than half the value found in (d). These numbers are only indicative, because the Born approximation is poor for such impurities. Phase shifts for the linearly screened potential, with the full static polarizability and the charge 0.05 nm from the plane, give a ratio of about 2.4 and a mobility of $0.75\times10^4$ cm²/Vs for attractive impurities, and about 2.7 and $2.4\times10^4$ cm²/Vs for repulsive ones. The combined mobility then lies between about $0.55$ and $1.1\times10^4$ cm²/Vs. A height below the bond length acts only as a short-distance cutoff, and the attractive case is sensitive to it. For heights from 0.01 to 0.14 nm its mobility runs from $0.69$ to $0.85\times10^4$ cm²/Vs, and the lower combined value runs from $0.52$ to $0.60\times10^4$ cm²/Vs. Depth in the oxide weakens the scattering: 1 nm below the plane the Born values are 3.1 and $2.4\times10^4$ cm²/Vs.

Screening can also lower the ratio. If $U_0$ described the bare potential, the carriers would reduce it to $U_0\,q/(q+q_s)$, which weakens small-angle scattering. The same numerical average then gives 1.09 instead of 2. In the limit $q_s\gg2k_F$ the added weight is $q^2\propto1-\cos\theta$. Both averages become $\tfrac12\langle\sin^2\theta\rangle$, because $\langle\cos\theta\sin^2\theta\rangle=0$, and the ratio tends to 1. For such a neutral bare scatterer $\sigma$ is still independent of density, because $q_s\propto k_F$, but it is about $1.1\times10^3\,e^2/h$ instead of 87. Conversely, a total potential that is flat in $q$ requires the bare potential $U_0(1+q_s/q)$, which carries a charge of $4\rho_1U_0=0.17$ elementary charges at $10^{12}$ cm⁻². If that bare scatterer is held fixed, the Born conductivity runs from 13 to 213 $e^2/h$ between $10^{11}$ and $4\times10^{12}$ cm⁻².

The lattice itself matters little at this density. In a nearest-neighbour tight-binding model the largest and smallest radii of the Fermi contour differ by 1.3% of the mean radius, and the numerically solved Boltzmann equation still gives a ratio of 2.00.

At 300 K, acoustic phonons add scattering. For $k_BT$ well above the largest phonon energy involved, $2\hbar v_sk_F$ (equivalent to 54 K), the deformation-potential model treats them as static scalar disorder of strength $D^2k_BT/(\rho_sv_s^2)$, where $\rho_s$ is the mass per area of the carbon sheet. With rough values $D=18$ eV for the deformation potential and $v_s=2\times10^4$ m/s for the sound velocity, this is 0.0044 eV² nm², or 11% of $W$. Here $D$ is an effective value for the transport rate. A bare scalar coupling would be screened by $q/(q+q_s)$, which cuts its transport rate by a factor of about 13. The coupling through the change of hopping with bond length is not scalar: it allows backscattering and on its own gives $\tau_{tr}/\tau_q=1$. Since $k_BT/E_F=0.22$ at that temperature and both lifetimes vary as $1/E$, a single pair of lifetimes is then only a rough description. The conductivity due to $W$ alone is not changed by this thermal spread, because $\rho_1\tau_{tr}$ does not depend on energy. Optical phonons and phonons of the substrate are left out, so the mobility in (d) is a low-temperature value.

All numerical values are calculated from the stated model.
